Energy-periodic null states of the zero-field collision operator

A homogeneous Boltzmann solver at zero field ends in a singular linear system, and one must decide what to impose so that it has one answer. A simple choice replaces one equation by the condition of fixed carrier density. This suffices if the collision operator has a one-dimensional null space. If the model contains only elastic scattering and one fixed optical-phonon energy, it does not suffice: the density fixes one number, while a whole periodic function of energy remains free.

**Model and statement**

Let f(k) be the occupation of nondegenerate electrons, so that factors 1−f are dropped. The band energy ε(k) starts at zero, and every energy above zero has a shell of states. The lattice temperature is T, k_B is absorbed into the symbol kT, and ħω is the same for all optical phonons. The phonon occupation is N = 1/(e^(ħω/kT) − 1). The collision operator is

C f(k) = ∫d³k′ [S(k′→k) f(k′) − S(k→k′) f(k)],

S(k→k′) = K_e δ(ε′−ε) + K_o [N δ(ε′−ε−ħω) + (N+1) δ(ε′−ε+ħω)].

The kernels K_e(k,k′) ≥ 0 and K_o(k,k′) > 0 are symmetric in k and k′. The term with N is absorption, which raises the electron energy; the term with N+1 is emission. With M(ε) = e^(−ε/kT), the claim is

C f = 0 if and only if f = M(ε) p(ε), with p(ε+ħω) = p(ε) for ε > 0.

A physical f also needs p ≥ 0. Equalities between functions hold up to sets of energies of zero measure.

**First derivation: dissipation**

From the definition of N,

N/(N+1) = e^(−ħω/kT), hence M(ε) N = M(ε+ħω)(N+1).

The left side weights absorption from ε, the right side the reverse emission from ε+ħω. Since K_o is symmetric, and since elastic processes do not change M,

W(k,k′) ≡ M(k) S(k→k′) = M(k′) S(k′→k) = W(k′,k).

Write f = Mφ, which is no restriction. Then

C f(k) = ∫d³k′ [M(k′)S(k′→k)φ(k′) − M(k)S(k→k′)φ(k)]
= ∫d³k′ W(k,k′)[φ(k′) − φ(k)].

If φ = p(ε) with period ħω, the bracket vanishes for each pair that W connects, because their energies differ by 0 or ±ħω. Every such state is therefore stationary.

For the converse, multiply by −φ(k) and integrate, assuming that the integrals converge:

I = −∫d³k φ C f = −∬ W φ(k)[φ(k′) − φ(k)].

Exchanging the names k and k′, and using the symmetry of W, gives

I = −∬ W φ(k′)[φ(k) − φ(k′)].

Half the sum of the two forms is

I = ½ ∬ W(k,k′)[φ(k′) − φ(k)]² ≥ 0.

If C f = 0, then I = 0, and φ must be equal on connected pairs. Take one state k′ on the shell ε+ħω. Since K_o > 0, it is connected to every state on the shell ε, so φ has one value on that whole shell. This makes φ a function p(ε), and the connection between the shells gives p(ε+ħω) = p(ε).

Elastic scattering was not needed in this converse. It removes differences between directions on a shell, but it moves no electron between shells and so cannot remove the freedom in p.

**Second derivation: flow on a ladder**

Now let the kernels depend only on the two energies. Let g(ε) be the density of states, with g = 0 for ε < 0, and let f̄(ε) be the average of f over a shell. Absorbing constants into rate factors c_e and c, which are positive and symmetric in their energies,

C f(k) = c_e g(ε)[f̄(ε) − f(k)]
+ c g(ε+ħω)[(N+1)f̄(ε+ħω) − N f(k)]
+ c g(ε−ħω)[N f̄(ε−ħω) − (N+1)f(k)].

When C f = 0, the terms containing f(k) equal a function of energy, and their common coefficient is also a function of energy. Thus f(k) depends only on energy, and f = f̄. The elastic line then vanishes.

Define the net upward flow between neighbouring rungs,

J(ε) = c g(ε) g(ε+ħω)[N f(ε) − (N+1) f(ε+ħω)].

Multiplying the collision operator by g(ε) gives a difference of flows:

g C f = J(ε−ħω) − J(ε).

Start on the lowest rung, 0 < θ < ħω. There is no rung below it, so J(θ−ħω) = 0, and stationarity gives J(θ) = 0. On the next rung, stationarity gives J(θ+ħω) = J(θ) = 0, and so on upwards. Each bracket vanishes:

f(ε+ħω) = [N/(N+1)] f(ε) = e^(−ħω/kT) f(ε).

Dividing by M(ε+ħω) = e^(−ħω/kT) M(ε) gives p(ε+ħω) = p(ε), where p = f/M. The value of p on the lowest rung is arbitrary. Conversely, any such f makes every J zero.

**What the derivations assume**

The first derivation allows anisotropic kernels and bands, but requires the quadratic integral to exist. The second requires kernels that depend on energy alone, but needs no condition at high energy: the bottom of the band starts the recursion.

They also differ at zero temperature. Then N = 0 and the weight M in the first proof degenerates. The second still works: J = 0 demands f(ε+ħω) = 0, so every stationary state lies below ħω, where its energy dependence is arbitrary. Electrons there can neither absorb nor emit.

Both are written for nondegenerate statistics and a perfectly sharp ħω. Restoring the factors 1−f does not by itself lift the freedom: any f with f/(1−f) = Mp and periodic p still balances each process against its reverse. If a second optical energy ħω₂ is added, p must have both periods. Expand p in harmonics e^(2πijε/ħω). The second period requires

p_j [e^(2πijω₂/ω) − 1] = 0.

For an irrational ratio ω₂/ω, only j = 0 survives and p is constant. For a rational ratio, p keeps the common period.

**What a solver sees**

Label each ladder by θ, the remainder of ε after division by ħω. Summing g C f over its rungs cancels all flows, provided that J vanishes at high energy. The population

n(θ) = Σ_j g(θ+jħω) f(θ+jħω)

is therefore constant in time at zero field. A state that relaxes to f = Mp must have

p(θ) = n(θ)/B(θ), B(θ) = Σ_j g(θ+jħω) M(θ+jħω).

The initial state selects the final one. With m energy cells per ħω there are m independent ladders, and fixing the density leaves m−1 free numbers.

This count was tested on matrices with 48 energy shells, 3 directions per shell, 12 cells per ħω and random positive symmetric kernels. The nullity was 48 with elastic scattering alone, 12 with optical scattering alone, and 12 with both. In the last case the null vectors, divided by M, were periodic in energy and independent of direction, as derived. Phonons of 12 and 8 cells left nullity 4, their common period; phonons of 12 and 13 cells left nullity 1.

The decision at the start now has a definite answer. To obtain the stationary state reached from given initial data, impose all ladder populations. To obtain thermal equilibrium, impose constant p as a physical statement, or include a process that connects all ladders and obeys detailed balance at the lattice temperature.

**A weak field selects a different state**

A field F mixes the ladders, but it also heats the electrons. Take a parabolic isotropic band of mass m, isotropic scattering with total collision time τ(ε), and a force eF along z. Let F be so weak that field-driven mixing is slow compared with the collisional exchange between rungs. Expand f = f₀ + f₁ + f₂ in powers of F. At order zero, f₀ = Mp. At first order,

eF v_z f₀′ = C f₁ = −f₁/τ, so f₁ = −eFτ v_z f₀′.

The gain term is absent because f₁ is odd in v_z and averages to zero on a shell. The field changes the energy at the rate eF v_z, so the flow of electrons along the energy axis is

g⟨eF v_z f₁⟩ = −g D_F f₀′, D_F = e²F²τ⟨v_z²⟩ = e²F²τv²/3.

The second-order balance on a shell is therefore

g ∂f₀/∂t = d/dε(g D_F f₀′) + g⟨C f₂⟩.

Summing over a ladder removes the collision term. With f₀′ = M(p′ − p/kT) and A(θ) = Σ_j gMD_F,

B ∂p/∂t = d/dθ [A(p′ − p/kT)].

The term p/kT is the heating drift. In the steady state A(p/kT − p′) = J₀, a constant circulation: electrons climb in energy and return by phonon emission. Multiplying by e^(−θ/kT)/A gives

−d/dθ [e^(−θ/kT) p] = J₀ e^(−θ/kT)/A.

Integrating from θ to infinity, with A and p continued periodically, yields

p*(θ) = J₀ ∫₀^∞ ds e^(−s/kT)/A(θ+s).

The density fixes J₀. The solution is unique, since J₀ = 0 would require p ∝ e^(θ/kT), which is not periodic. It is constant only if A is constant. The factor F² in A cancels after normalization, so the limit F→0 of this model is in general not the Maxwellian. Heating and mixing both scale as F², and neither wins as F decreases.

**Inelastic acoustic scattering restores equilibrium**

Acoustic phonons exchange a small energy ±ħv_s q, where v_s is the sound velocity. For isotropic scattering at wave number k, the mean of q² is 2k², so the mean squared exchange is 2ħ²v_s²k² = 4mv_s²ε. Half of this times the acoustic rate 1/τ_ac is the diffusion coefficient

D_ac = 2mv_s²ε/τ_ac.

Detailed balance requires the flow to vanish for f ∝ M, so to this order it is −gD_ac M φ′. Its contribution to the dissipation I follows by partial integration:

−∫dε φ d/dε(gD_ac Mφ′) = ∫dε gD_ac M(φ′)² ≥ 0.

A null state now needs φ′ = 0. With this term kept while F→0, p becomes constant and the Maxwellian returns. The field and acoustic coefficients are equal when

e²F²·2ετ/(3m) = 2mv_s²ε/τ_ac.

If acoustic scattering dominates, τ = τ_ac, and this becomes eFτ/m = √3 v_s.

**Example: electrons in germanium at 77 K**

The parameters are rough typical values for high-purity germanium: mass 0.22 m₀, optical phonon 37 meV, sound velocity 5.4×10⁵ cm/s, acoustic deformation potential 11 eV and optical coupling 5.5×10⁸ eV/cm. Here kT = 6.635 meV and N = 0.00380, so neighbouring rungs have the occupation ratio 0.00380/1.00380 = 0.00379.

Two packets of equal density start with mean energies 8.00 and 28.00 meV. For g ∝ √ε, the population ratio of the second to the first rung is √(45/8) × 0.00379 = 0.0090 at θ = 8 meV. This adds about 37 × 0.0090 = 0.33 meV. The computed final mean is 8.34 meV. At θ = 28 meV the same estimate adds 37 × √(65/28) × 0.00379 = 0.21 meV, and the computed final mean is 28.21 meV. Neither reaches the Maxwellian value 3kT/2 = 9.95 meV: one stays below it, the other far above.

The mobility is ambiguous too. Once momentum has relaxed, but before the ladders mix, f₁ gives

μ = −(2e/3m) ∫dε ε g τ f₀′ / ∫dε g f₀.

For p = 1 + a cos(2πε/ħω), the results at equal density are:

a = 0: 9.95 meV, 26,300 cm²/Vs
a = 0.8: 7.51 meV, 31,400 cm²/Vs
a = −0.8: 13.12 meV, 19,600 cm²/Vs

The spread is +20% and −25% relative to the Maxwellian mobility. Its sign follows from acoustic scattering, for which gτ is constant. Partial integration then gives μ ∝ ∫f₀dε/∫√ε f₀dε, the average of ε^(−1/2) over the electrons, which favours low energies.

With elastic acoustic scattering, the weak-field formula gives a mean energy of 13.95 meV, 40% above 3kT/2. A direct solution of the energy-space equation at 0.02 V/cm gives 13.96 meV. The difference in the last digit comes from the energy mesh; the converged value of the formula is 13.956 meV. Relative to a population-weighted mean of 1, with Maxwellian weights, p* is 0.60, 1.69 and 1.63 at θ = 1, 18.5 and 36 meV. Between the last two points p* is not flat: it peaks at about 3.1 near 30 meV and is already falling at 36 meV. The fall across the period boundary follows from p′ = p/kT − J₀/A: A is small on both sides of the period boundary, because M is small at the top of the lowest rung and gD_F vanishes at its bottom, so the last term is large there.

At 60 V/cm, a three-dimensional Monte Carlo simulation of the same elastic model was started with half its electrons at 5 meV and half at 30 meV. Their time-averaged energies were 16.13 and 16.12 meV, against 16.07 meV from the energy-space solver. The mobility was 19,200 cm²/Vs in the simulation, averaged over all electrons, and 19,000 cm²/Vs in the solver. The field has removed the memory of the start.

**How far real germanium departs from the model**

Inelastic acoustic scattering is an important omission. Including it lowers the mean energy at 0.02 V/cm from 13.96 to 9.95 meV, and at 60 V/cm from 16.07 to 14.85 meV. At zero field the slowest relaxation time becomes about 225 ps in the diffusion approximation (the discretization moves it by about 1 ps); using the true acoustic phonon energies instead raises it by about 1%, to 227 ps. The two diffusion coefficients match at about 27 V/cm for ε = kT. The expression for D_ac was compared with golden-rule integration over true phonon energies at ε = 3kT/2: 0.2015 against 0.2000 meV²/ps.

A rough 28 meV intervalley phonon, with coupling 3.0×10⁸ eV/cm and three final valleys, has 1.18 times the rate prefactor of the first and, being more strongly occupied at 77 K, about four times its absorption rate at ε = kT. It is not a small correction: at 60 V/cm it lowers the mean energy further, from 14.85 to 12.5 meV, and it shortens the slowest zero-field relaxation from about 225 to about 107 ps, so the one-phonon values above illustrate the model and are not predictions for germanium. Energies of 37 and 28 meV still share a period of 1 meV, and a matrix with 0.25 meV cells has nullity 4. That remaining freedom belongs to the rounded energies. The collision broadening at ε = ħω, estimated as ħ/τ, is 0.35 meV with one optical phonon and 0.49 meV with both, already a sizeable part of that period.

The scalar mass also matters for mobility. Rough longitudinal and transverse masses of 1.6 and 0.08 m₀ give a conductivity mass of 0.117 m₀. With scattering times held fixed, the Maxwellian mobility would rise by a factor 0.22/0.117 = 1.9, to about 49,000 cm²/Vs, or about 47,000 cm²/Vs with the intervalley phonon; the real value is roughly 4×10⁴ cm²/Vs. The anisotropy also enters both diffusion coefficients: D_F through the conductivity mass, and D_ac through the mean of q², which involves the average of the three principal masses, about 0.59 m₀. The crossover field, the relaxation times and the energies at 60 V/cm are therefore only estimates of scale for germanium. Degeneracy is negligible at 10¹⁰ cm⁻³, where the density is 7×10⁻⁹ of the effective density of states.

The periodic null space is thus a property of the idealized solver model. In germanium it is lifted within a fraction of a nanosecond by processes the model discards: the intervalley phonon couples ladders of different θ, and the acoustic energy exchange removes whatever common period remains. The numerical output below lists the main values used here.

Computed results

```
temperature 77 K, kT 6.635 meV
optical phonon 37 meV, N 0.00380, hw/kT 5.576
isotropic mass 0.22 m0
mass density 5.32 g/cm3, sound 5.40e+05 cm/s
acoustic potential 11 eV
optical coupling 5.5e+08 eV/cm
acoustic rate at E=kT 0.2266 1/ps
absorption rate at E=kT 0.00142 1/ps
emission rate at E=hw+kT 0.1463 1/ps
matrix: 48 shells, 3 directions, 12 cells per hw
nullity elastic only 48
nullity optical only 12, elastic+optical 12
nullity phonons of 12 and 8 cells 4
nullity phonons of 12 and 13 cells 1
nullity 37 and 28 meV, 0.25 meV cells 4
packet mean energy start 8.00, final 8.34 meV
packet mean energy start 28.00, final 28.21 meV
Maxwellian mean energy 3kT/2 9.95 meV
p=1+(+0.0)cos: energy 9.95 meV, mobility 26262 cm2/Vs
p=1+(+0.8)cos: energy 7.51 meV, mobility 31399 cm2/Vs
p=1+(-0.8)cos: energy 13.12 meV, mobility 19598 cm2/Vs
F->0 formula, elastic model: mean energy 13.95 meV
F->0 formula, elastic model: mobility 21637 cm2/Vs
selected p at theta=1.0 meV: 0.601 (mean 1)
selected p at theta=18.5 meV: 1.694 (mean 1)
selected p at theta=36.0 meV: 1.625 (mean 1)
solver at 0.02 V/cm: energy 13.96 meV
solver at 60 V/cm: energy 16.07 meV
solver at 60 V/cm: mobility 19002 cm2/Vs
Monte Carlo 60 V/cm, start 5 meV: 16.13 meV
Monte Carlo 60 V/cm, start 30 meV: 16.12 meV
Monte Carlo mobility 19174 cm2/Vs
with inelastic acoustic, 0.02 V/cm: 9.95 meV
with inelastic acoustic, 60 V/cm: 14.85 meV
slowest relaxation with inelastic acoustic 225 ps
acoustic D at 3kT/2: formula 0.2015 meV2/ps
acoustic D at 3kT/2: golden rule 0.2000 meV2/ps
field where both diffusions match at E=kT 26.5 V/cm
second phonon 28 meV, coupling 3.0e+08 eV/cm
second/first phonon strength, 3 final valleys 1.18
masses long 1.6, trans 0.08 m0
density-of-states mass 0.217, conductivity mass 0.117 m0
carriers 1e+10 cm-3, carriers/Nc 7.4e-09
collision broadening at E=hw 0.353 meV
```
